\section*{Spin-summed Auger probability from antisymmetrised two-electron states}

\section{Two electrons in one orbital}

In the Auger process studied here two conduction electrons collide. One drops into an empty valence state and the other takes up the released energy. Suppose first that both electrons start in the same orbital $\phi$. The Pauli principle then forces their spins to be opposite, and there is one normalised state:
\begin{equation}
|i\rangle=\phi(1)\phi(2)\,\frac{\uparrow\downarrow-\downarrow\uparrow}{\sqrt2}.
\end{equation}
Here the arguments 1 and 2 number the electrons, and the first arrow belongs to the first electron. Let the final orbitals be $v$ (valence) and $c$ (energetic conduction state). If the spin in $v$ is up and that in $c$ is down, the final state is
\begin{equation}
|f\rangle=\frac{v(1)c(2)\uparrow\downarrow-c(1)v(2)\downarrow\uparrow}{\sqrt2}.
\end{equation}
An interaction $V$ that does not act on spin connects equal spin factors:
\begin{equation}
\langle f|V|i\rangle=\tfrac12\big[\langle vc|V|\phi\phi\rangle+\langle cv|V|\phi\phi\rangle\big]=\langle vc|V|\phi\phi\rangle\equiv D.
\end{equation}
The two terms are equal because $V$ is unchanged when the electrons are renumbered. With the final spins reversed the amplitude is $-D$; with parallel final spins it is zero. The summed squared amplitude is therefore $2|D|^2$.

When the initial orbitals differ, parallel spins are allowed too, and a second amplitude appears.

\section{States and amplitudes}

Let the electrons leave orbitals $1,2$ and enter $1',2'$, where $1'$ is the valence state and $2'$ the energetic conduction state. All four orbitals are orthonormal and independent of spin. From here on these numbers name orbitals, and the position in a product ket names the electron. Define the direct and exchange amplitudes
\begin{equation}
D=\langle1'2'|V|12\rangle,\qquad E=\langle2'1'|V|12\rangle .
\end{equation}
In $D$ the electron from $1$ fills the valence state; in $E$ the electron from $2$ does.

For spin orbitals $a,b$ the antisymmetrised state is
\begin{equation}
|ab\rangle_A=\frac{|a\rangle|b\rangle-|b\rangle|a\rangle}{\sqrt2}.
\end{equation}
Its norm is $\tfrac12(1+1-0-0)=1$, the zeros coming from $\langle a|b\rangle=0$.

Write $a=1s_1$, $b=2s_2$, $a'=1's_1'$, $b'=2's_2'$. The matrix element has four terms:
\begin{align}
M&={}_A\langle a'b'|V|ab\rangle_A\nonumber\\
&=\tfrac12\big[\langle a'b'|V|ab\rangle-\langle a'b'|V|ba\rangle
-\langle b'a'|V|ab\rangle+\langle b'a'|V|ba\rangle\big].
\end{align}
Renumbering the electrons turns the fourth term into the first and the second into the third. Hence
\begin{equation}
M=\langle a'b'|V|ab\rangle-\langle b'a'|V|ab\rangle .
\end{equation}
Each term separates into an orbital amplitude and two spin overlaps:
\begin{equation}
M=D\,\delta_{s_1's_1}\delta_{s_2's_2}-E\,\delta_{s_2's_1}\delta_{s_1's_2}.
\label{M}
\end{equation}
The minus sign comes from antisymmetry. The relative sign of $D$ and $E$ themselves depends on the orbitals.

\section{The spin sum}

There are four initial and four final spin settings, sixteen channels in all. With spins written in the order $(s_1s_2)\to(s_1's_2')$, equation (\ref{M}) gives
\begin{align}
\uparrow\uparrow\to\uparrow\uparrow,\quad \downarrow\downarrow\to\downarrow\downarrow:&\quad M=D-E,\nonumber\\
\uparrow\downarrow\to\uparrow\downarrow,\quad \downarrow\uparrow\to\downarrow\uparrow:&\quad M=D,\nonumber\\
\uparrow\downarrow\to\downarrow\uparrow,\quad \downarrow\uparrow\to\uparrow\downarrow:&\quad M=-E.
\end{align}
The other ten channels vanish. For parallel spins both routes end in the same state, so their amplitudes are subtracted before squaring. For antiparallel spins the routes end in orthogonal states, so their squares are added. Thus
\begin{equation}
\sum_{\rm spins}|M|^2=2W,\qquad
W=|D|^2+|E|^2+|D-E|^2 .
\label{W}
\end{equation}
An average over the four initial settings, with a sum over final ones, gives $2W/4=W/2$.

Total spin gives the same result by another grouping. The singlet is
$(|1{\uparrow}\,2{\downarrow}\rangle_A-|1{\downarrow}\,2{\uparrow}\rangle_A)/\sqrt2$, and likewise for the final orbitals. Its amplitude is
\begin{equation}
M_S=\tfrac12[D-(-E)-(-E)+D]=D+E.
\end{equation}
With a plus sign between the two kets, the triplet of zero spin projection has
\begin{equation}
M_T=\tfrac12[D+(-E)+(-E)+D]=D-E,
\end{equation}
equal to the amplitude of the two parallel channels. Singlet and triplet do not mix, since $V$ leaves spin alone. Adding one singlet and three triplets,
\begin{align}
|D+E|^2+3|D-E|^2
&=4|D|^2+4|E|^2+(2-6)\,{\rm Re}(D^*E)\nonumber\\
&=2\big[2|D|^2+2|E|^2-2\,{\rm Re}(D^*E)\big]=2W.
\end{align}

\section{From amplitudes to probability}

Let $\Delta$ be the final minus the initial energy without $V$. To first order, the final-state coefficient obeys $i\hbar\dot c_f=M e^{i\Delta t/\hbar}$ with $c_f(0)=0$, so
\begin{equation}
c_f(t)=-\frac{M}{\Delta}\big(e^{i\Delta t/\hbar}-1\big),\qquad
|c_f|^2=|M|^2\,\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}.
\end{equation}
The square follows from $|e^{ix}-1|^2=4\sin^2(x/2)$. Because the orbital energies do not depend on spin, the time factor is common to all channels. The spin-summed probability is therefore this factor times $2W$, which proves the proportionality to first order in $V$.

At long times the factor becomes a narrow peak in $\Delta$. With $x=\Delta t/2\hbar$ its area is
\begin{equation}
\int\frac{4\sin^2(\Delta t/2\hbar)}{\Delta^2}\,d\Delta
=\frac{2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2x}{x^2}\,dx=\frac{2\pi t}{\hbar},
\end{equation}
so it acts as $(2\pi t/\hbar)\,\delta(\Delta)$ on a smooth continuum of final states.

A free sum over $1$ and $2$ counts every initial pair twice, which requires a factor $\tfrac12$. Let $f$ be the electron occupation per spin state and $h=1-f$ the hole occupation, both equal for the two spins and uncorrelated between states. The Auger rate is then
\begin{equation}
R=\frac{2\pi}{\hbar}\sum_{1,2,1',2'}W\,f_1f_2\,h_{1'}(1-f_{2'})\,\delta(\Delta),
\label{rate}
\end{equation}
where the sums run over orbitals without spin and $\tfrac12\cdot2W=W$. The term $1=2$ is also right. There $D=E$ and $W=2|D|^2$, which is the sum found for the single state in the first section; the labels $\uparrow\downarrow$ and $\downarrow\uparrow$ name that state twice, and the factor $\tfrac12$ removes the repetition.

The spin sum, the first-order probability and the pair counting were tested numerically for two electrons on five sites, with a random complex one-electron Hamiltonian and a random symmetric interaction. The ratio of the spin sum to $W$ was 2.000000, with six open channels. With the interaction scaled by $10^{-4}$, the probability from the full time evolution agreed with the first-order one to the five decimals printed. The sum over distinct pairs from three initial orbitals equalled the free sum of $W$.

\section{The reverse process}

Impact ionisation runs from $1',2'$ to $1,2$. Since $V$ is Hermitian, each amplitude is the complex conjugate of the Auger one. Fix the spin of the fast electron in $2'$ as up. A valence electron with spin up contributes $|D-E|^2$; one with spin down contributes $|D|^2+|E|^2$. The sum is $W$. With a full valence band and empty final states, the ionisation rate of this electron is
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\,\frac12\sum_{1',1,2}W\,\delta(\Delta).
\end{equation}
The factor $\tfrac12$ again removes the double count of pairs $(1,2)$.

\section{What interference can do}

If the two routes were added without interference, $W$ would be $2(|D|^2+|E|^2)$. The ratio of $W$ to this value is
\begin{equation}
F=\frac{W}{2(|D|^2+|E|^2)}=1-\frac{{\rm Re}(D^*E)}{|D|^2+|E|^2}.
\end{equation}
From $(|D|-|E|)^2\ge0$ we have $|D||E|\le\tfrac12(|D|^2+|E|^2)$, and so $\tfrac12\le F\le\tfrac32$. Three cases mark the range:
\begin{itemize}
\item $E=0$: $W=2|D|^2$ and $F=1$. Parallel and antiparallel spins contribute equally.
\item $E=D$: $W=2|D|^2$ and $F=\tfrac12$. Parallel spins do not contribute.
\item $E=-D$: $W=6|D|^2$ and $F=\tfrac32$. Parallel spins supply two thirds of the sum.
\end{itemize}
Exchange can thus lower or raise the probability. In a spin-polarised electron gas the channels must be weighted separately; for full polarisation $|D-E|^2$ alone remains.

\section{Amplitudes for band electrons}

For a crystal of $N$ cells and volume $\Omega$ write $\psi_j=e^{i\mathbf k_j\cdot\mathbf r}u_j/\sqrt N$, with $u_j$ normalised in one cell. Expand the interaction as $V(\mathbf r)=\Omega^{-1}\sum_{\mathbf p}V(p)e^{i\mathbf p\cdot\mathbf r}$. The integral over the first electron,
\begin{equation}
\frac1N\int u_{1'}^*u_1\,e^{i(\mathbf k_1-\mathbf k_1'+\mathbf p)\cdot\mathbf r}\,d^3r ,
\end{equation}
vanishes unless $\mathbf p=\mathbf k_1'-\mathbf k_1+\mathbf G$, with $\mathbf G$ a reciprocal-lattice vector. If $V$ is smooth on the scale of a cell, the term $\mathbf G=0$ dominates and the integral is $\langle u_{1'}|u_1\rangle$. The second electron gives $\langle u_{2'}|u_2\rangle$, with $\mathbf k_1+\mathbf k_2=\mathbf k_1'+\mathbf k_2'$. Therefore
\begin{align}
\Omega D&=V(|\mathbf k_1'-\mathbf k_1|)\,\langle u_{1'}|u_1\rangle\langle u_{2'}|u_2\rangle,\nonumber\\
\Omega E&=V(|\mathbf k_1'-\mathbf k_2|)\,\langle u_{2'}|u_1\rangle\langle u_{1'}|u_2\rangle.
\end{align}
For $V(r)=e^2e^{-\lambda r}/(4\pi\epsilon_0\epsilon_r r)$ the angular integral leaves
\begin{equation}
V(q)=\frac{e^2}{\epsilon_0\epsilon_r q}\int_0^\infty e^{-\lambda r}\sin(qr)\,dr
=\frac{e^2}{\epsilon_0\epsilon_r(q^2+\lambda^2)} .
\end{equation}

The cell functions come from a spinless Kane model with an $s$ orbital $S$, three $p$ orbitals $\mathbf R=(X,Y,Z)$, gap $E_g$ and coupling $iPk$ from the $p$ orbital along $\mathbf k$ to $S$. For $u=aS+c\,\hat{\mathbf k}\cdot\mathbf R$ with energy $\mathcal E$,
\begin{equation}
E_ga+iPk\,c=\mathcal E a,\qquad -iPk\,a=\mathcal E c .
\end{equation}
The second equation gives $c=-ib$ with $b=Pka/\mathcal E$. Inserted in the first, it gives $\mathcal E^2-E_g\mathcal E-P^2k^2=0$, so the conduction band is
\begin{equation}
\mathcal E(k)=\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+P^2k^2}\simeq E_g+\frac{P^2k^2}{E_g}.
\end{equation}
Matching the last term to $\hbar^2k^2/2m_e$ fixes $P^2=E_g\hbar^2/2m_e$. Heavy-hole states are $\mathbf t\cdot\mathbf R$ with $\mathbf t\perp\mathbf k_1'$ and energy $-\hbar^2k_1'^2/2m_h$. The overlaps are
\begin{equation}
\langle u_{1'}|u_j\rangle=-i\,b_j\,\mathbf t\cdot\hat{\mathbf k}_j,\qquad
\langle u_{2'}|u_j\rangle=a_{2'}a_j+b_{2'}b_j\,\hat{\mathbf k}_2'\cdot\hat{\mathbf k}_j .
\end{equation}
The factor $-i$ is common to $D$ and $E$ and is dropped. With $a$ and $b$ taken positive, $\mathcal E(k)>Pk$ gives $b<a$ for every conduction state, so $\langle u_{2'}|u_j\rangle$ is positive. Hence $D$ and $E$ have equal signs if $\mathbf t\cdot\hat{\mathbf k}_1$ and $\mathbf t\cdot\hat{\mathbf k}_2$ do, and opposite signs otherwise.

\section{Two collisions in a laser layer}

Take rough values for the active layer of a $1.55\,\mu$m telecom laser, treated as bulk: $E_g=0.80$ eV, electron mass 0.045 and heavy-hole mass 0.45 free-electron masses, $\epsilon_r=12$, and no carrier screening. All wave vectors lie in one plane, so of the two heavy orbitals the one perpendicular to the plane has zero overlap. In both collisions $\mathbf k_1=(0.20,0.30)$ nm$^{-1}$ and $\mathbf k_2'$ points along $+x$. The second electron has $\mathbf k_2=(0.10,0.30)$ nm$^{-1}$ in collision A and $(0.10,-0.30)$ nm$^{-1}$ in B.

Conservation of energy and momentum gives the rest. A second root, with $k_2'$ above 8 nm$^{-1}$, lies far outside the range of the Kane model and is discarded. In A, $\mathbf k_1'=(-1.616,0.600)$ nm$^{-1}$ and the hole energy is 0.252 eV. The fast electron lies above the band edge by the gap, the two kinetic energies and the hole energy:
\begin{equation}
0.800+0.098+0.077+0.252=1.227\ {\rm eV}.
\end{equation}
The direct momentum transfer is 1.841 nm$^{-1}$. With $e^2/\epsilon_0=18.095$ eV nm,
\begin{align}
V_D&=\frac{18.095}{12\times1.841^2}=0.445\ {\rm eV\,nm^3},\nonumber\\
\Omega D&=0.445\times0.305\times0.812=0.110\ {\rm eV\,nm^3},\nonumber\\
\Omega E&=0.497\times0.284\times0.856=0.121\ {\rm eV\,nm^3}.
\end{align}
The amplitudes are nearly equal, and
\begin{equation}
\Omega^2W_A=0.01217+0.01463+0.00011=0.0269\ {\rm eV^2\,nm^6}.
\end{equation}
Here $F=0.502$, and parallel spins supply 0.4\% of the sum.

In B the vector $\mathbf k_1'$ is along $-x$, so $\mathbf t$ is along $y$. The $y$ components of $\mathbf k_1$ and $\mathbf k_2$ are opposite, and the exchange overlap changes sign: $\Omega D=0.101$ and $\Omega E=-0.123$ eV nm$^3$. Then
\begin{equation}
\Omega^2W_B=0.01014+0.01511+0.04999=0.0752\ {\rm eV^2\,nm^6},
\end{equation}
with $F=1.490$ and a parallel-spin share of 66\%. The ratio $W_B/W_A=2.80$ is mostly interference: the ratio of the $F$ values is 2.97, while $|D|^2+|E|^2$ is 6\% smaller in B. A device rate needs the average (\ref{rate}) over all collisions, which these two do not provide.

\section{The model beside a real device}

The masses, gap and density ($2\times10^{18}$ cm$^{-3}$) are rough values typical of such lasers. One assumption that is clearly broken is that of spin-independent orbitals. With a spin-orbit splitting of 0.35 eV and the same wave vectors, $P$ and interaction, the spin sum for the heavy-hole doublet falls to 0.522 of $2W$, while $F$ keeps its values of 0.502 and 1.490. Most of this can be derived. Spin-orbit coupling makes the heavy states $(\mathbf t\pm i\mathbf z)\cdot\mathbf R/\sqrt2$, each tied to one spin direction along $\mathbf k_1'$, with $\mathbf z$ the normal to the plane. Both $D$ and $E$ are then divided by $\sqrt2$, which halves the sum and leaves $F$ alone. The two changes do not simply multiply: altering the conduction states alone would give a ratio of 0.87 (summed over both heavy orbitals, $\mathbf t$ and $\mathbf z$, since the overlap with $\mathbf z$ is then no longer zero), but altering them together with the heavy states raises it from 0.500 to 0.522. Energy conservation is then missed by about 0.02 eV. The value 0.522 is specific to these fixed wave vectors and this $P$, for which the electron mass becomes 0.050. If $k_2'$ is adjusted to conserve energy, the ratio to the original $2W$ is 0.47; if $P$ is also refitted to keep the mass at 0.045, it is 0.67. In both cases $F$ changes by less than 0.001.

Other changes, with the initial wave vectors held fixed, are these:
\begin{itemize}
\item Static screening by the carriers at 300 K, with $\lambda=0.39$ nm$^{-1}$ from $\lambda^2=(e^2/\epsilon_0\epsilon_r)$ times the summed derivatives of the electron and hole densities with respect to their quasi-Fermi levels, would lower $W$ by 9--10\% and change $F$ by less than 0.001. This formula holds for slow fields of long wavelength. Here the momentum transfers exceed twice the Fermi wave number of the electrons (0.78 nm$^{-1}$) and the energy transfers are about 1.1 eV, so it overstates the screening by the carriers.
\item A heavier hole mass of 0.60 raises $W$ by 28--29\% in A and 23\% in B; a lighter one of 0.35 lowers it by 31\% and 26\%. In a real crystal the mass depends on the direction of $\mathbf k_1'$. Changing an isotropic mass shows the sensitivity to its value, but does not describe the anisotropy of the hole states.
\item All terms with $\mathbf G\neq0$ were neglected. For a face-centred cubic lattice with constant 0.59 nm, each of the eight shortest $\mathbf G$ adds to the direct amplitude at most about 5\% of $|D|$ if $\epsilon_r=12$ still holds at such short wavelengths, and at most 60--65\% with the bare Coulomb interaction. These are upper bounds for a single term; with eight such terms, and six more in the next shell bounded by about 4\% of $|D|$ each at $\epsilon_r=12$, neither bound shows that their sum is small.
\item From 300 to 350 K, at fixed density and gap, the product of occupations in (\ref{rate}) grows by a factor 2.7--2.8 in A and 2.1 in B. $W$ itself does not depend on temperature in this model.
\end{itemize}
The electrons are degenerate: their quasi-Fermi level lies 0.105 eV, about $4k_BT$, above the band edge. The fast final state is practically empty. The required hole states are rarely occupied, with probabilities $8\times10^{-6}$ in A and $5\times10^{-5}$ in B if the holes fill the two heavy bands of the spinless model, and about twice these values if there is only one heavy band, so at equal occupations of the initial electron states, collisions needing less hole energy carry more statistical weight per state. Confinement in a quantum well, phonon-assisted processes, the Auger process that excites a hole to the split-off band and the bands missing from the Kane model are left out, and their effect on the rate is not estimated here. Because $P$ is fitted to the mass alone, the Kane energy $2m_0P^2/\hbar^2$ is only 17.8 eV, whereas values above 20 eV are usually quoted for such alloys. With spin-orbit coupling, a Kane energy of 22 eV and a quadratic term on the $s$ orbital that restores the mass 0.045, the ratio to the original $2W$ is 0.38--0.39 instead of 0.67. The missing bands can matter for the fast electron, which lies about 1.2 eV above the band edge. The model also omits the free-electron kinetic term $\hbar^2k^2/2m_0$, with $m_0$ the free-electron mass, which is 0.13--0.14 eV at $k_2'$. Adding it to the $s$ orbital, with $P$ refitted to the same electron mass, raises $W$ by about 20\%; adding it also to the $p$ orbital along $\mathbf k$ makes the rise about 40\%. In both cases $F$ changes by less than 0.001. The absolute values of $W$ are therefore rough, while the interference factor is much less sensitive to this term. Part of this insensitivity is special to A and B, where $|E/D|$ is near one and $F$ is close to its limits; for $\mathbf k_2=(0.10,0.08)$ and $(0.10,-0.12)$ nm$^{-1}$, with $F=0.66$ and 1.36, the change reaches 0.005. The remaining intermediate values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Site model: open spin channels of 16: 6
Site model: spin sum / W = 2.000000
Site model: evolved / first-order probability = 1.00000
Site model: distinct-pair sum / free sum of W = 1.000000
Gap = 0.80 eV, wavelength = 1550 nm
Masses (free-electron masses): electron 0.045, heavy hole 0.45
Permittivity = 12.0, density = 2.0e+18 cm^-3, T = 300 K
hbar^2/2m0 = 0.03810 eV nm^2, e^2/eps0 = 18.0951 eV nm
Kane parameter P = 0.8230 eV nm
k1 = (0.20, 0.30) nm^-1, kinetic energy 0.0980 eV
A: k2 = (0.10, 0.30) nm^-1, kinetic energy 0.0772 eV
A: k2' = (1.9161, 0) nm^-1, k1' = (-1.6161, 0.6000) nm^-1
A: hole energy 0.2516 eV, fast electron above band edge 1.2269 eV
A: q direct 1.8407, q exchange 1.7421 nm^-1
A: V direct 0.4451, V exchange 0.4969 eV nm^3
A: overlaps direct 0.3053, 0.8119
A: overlaps exchange 0.2843, 0.8563
A: D = 0.11032, E = 0.12094 eV nm^3
A: D^2 0.012170, E^2 0.014627, (D-E)^2 0.000113 eV^2 nm^6
A: W = 0.026911 eV^2 nm^6, F = 0.5021, parallel-spin share 0.42 %
B: k2 = (0.10, -0.30) nm^-1, kinetic energy 0.0772 eV
B: k2' = (1.8584, 0) nm^-1, k1' = (-1.5584, 0.0000) nm^-1
B: hole energy 0.2056 eV, fast electron above band edge 1.1809 eV
B: q direct 1.7838, q exchange 1.6853 nm^-1
B: V direct 0.4739, V exchange 0.5309 eV nm^3
B: overlaps direct 0.2610, 0.8138
B: overlaps exchange -0.2698, 0.8579
B: D = 0.10068, E = -0.12291 eV nm^3
B: D^2 0.010136, E^2 0.015106, (D-E)^2 0.049991 eV^2 nm^6
B: W = 0.075234 eV^2 nm^6, F = 1.4902, parallel-spin share 66.45 %
W(B)/W(A) = 2.796
Neglected: spin-orbit splitting tried = 0.35 eV
A: spin-orbit, heavy doublet: sum/(2W) 0.522, F 0.502, energy mismatch 0.024 eV
B: spin-orbit, heavy doublet: sum/(2W) 0.522, F 1.490, energy mismatch 0.023 eV
Static screening wave number = 0.3925 nm^-1
Lattice constant 0.59 nm, shortest G = 18.45 nm^-1
A: screened W ratio 0.909, F 0.5019
A: hole mass 0.60: W ratio 1.285, F 0.5021
A: bound per G on term/|D|: 0.050 screened, 0.595 bare
A: hole occupation 8.21e-06, fast-state occupation 1.4e-19, weight 350 K/300 K 2.763
B: screened W ratio 0.904, F 1.4907
B: hole mass 0.60: W ratio 1.229, F 1.4897
B: bound per G on term/|D|: 0.054 screened, 0.647 bare
B: hole occupation 4.86e-05, fast-state occupation 8.4e-19, weight 350 K/300 K 2.143
Electron level above band edge = 0.1048 eV, kT = 0.02585 eV
Hole level relative to valence edge (into band positive) = -0.0511 eV
\end{verbatim}
